# Direct or triangular-barrier tunnelling? The classical exit in a low-k film

## Problem

A dielectric film of thickness $d$ lies between two identical plane metal electrodes. At the cathode, the bottom of the film's conduction band is $\phi=2$ eV above the metal's Fermi level. A voltage across the film produces a uniform field of magnitude $F=5$ MV/cm.

1. How far from the cathode does an electron at the Fermi level reach its classical exit from the barrier? For which thicknesses is the tunnelling direct, and for which does it pass through a complete triangular barrier?
2. How does the transmission change with thickness when the field is held fixed? Is the boundary between the regimes sharp?
3. Two copper lines are separated by 20 nm of low-k dielectric. Which regime applies at a stress voltage of 10 V, and which at a use voltage of 1 V?
4. How far do the image force, temperature, trapped charge, traps, an uncertain mass and breakdown alter the answers?

For the numerical values take a tunnelling mass $m^*=0.5\,m_0$ in the film, where $m_0$ is the free-electron mass.

## Solution

### 1. The exit and the two barrier shapes

Measure $x$ from the cathode and energy from the cathode Fermi level. The electrostatic potential rises towards the anode as $Fx$. An electron has charge $-e$, so its potential energy falls by $eFx$, and the conduction-band edge is

$$U(x)=\phi-eFx .$$

This assumes a film without fixed charge and, for now, no image force. The electrodes are identical, so there is no built-in field to add to $F$.

Consider an electron at the Fermi level moving straight towards the anode. Its energy is zero, so it is classically forbidden where $U>0$. The forbidden region ends at $U(x_e)=0$:

$$\phi-eFx_e=0\quad\Longrightarrow\quad x_e=\frac{\phi}{eF}.$$

One MV/cm is $10^8$ V/m, or 0.1 V/nm. The field is therefore 0.5 V/nm, the band edge falls by 0.5 eV per nanometre, and

$$x_e=\frac{2\ \text{eV}}{0.5\ \text{eV/nm}}=4\ \text{nm}.$$

If $d<x_e$, the anode cuts the barrier off while it still has height $\phi-eFd>0$. The barrier is a trapezoid, and the electron passes directly from metal to metal. If $d>x_e$, the barrier is a complete triangle, and the electron emerges in the film's conduction band before it reaches the anode. This is Fowler–Nordheim tunnelling.

Multiplying $d<x_e$ by $eF$ gives $eFd<\phi$. The boundary can thus also be stated as a film voltage $Fd=\phi/e=2$ V. The length of 4 nm belongs to this barrier at this field; it is not a property of the material alone. Halving the field doubles it. The mass does not enter, because the exit follows from energy conservation.

### 2. Transmission against thickness

**The exponent.** Inside the barrier the one-dimensional Schrödinger equation at zero energy is

$$-\frac{\hbar^2}{2m^*}\psi''+U\psi=0,\qquad \psi''=\kappa^2\psi,\qquad \kappa(x)=\frac{\sqrt{2m^*U(x)}}{\hbar}.$$

Where $\kappa$ varies slowly over the distance $1/\kappa$, the wave decays approximately as $\exp(-\int\kappa\,dx)$. This is the WKB approximation. The probability contains the square, so apart from a prefactor the transmission is $e^{-G}$ with

$$G=2\int_0^{b}\kappa\,dx,\qquad b=\min(d,x_e).$$

Substitute $u=\phi-eFx$, so that $dx=-du/(eF)$. The minus sign interchanges the limits. For $d\le x_e$,

$$G=\frac{2\sqrt{2m^*}}{\hbar eF}\int_{\phi-eFd}^{\phi}u^{1/2}\,du
=\frac{4\sqrt{2m^*}}{3\hbar eF}\left[\phi^{3/2}-(\phi-eFd)^{3/2}\right].$$

For $d\ge x_e$ the lower limit is zero and

$$G_\triangle=\frac{4\sqrt{2m^*}\,\phi^{3/2}}{3\hbar eF},$$

which does not contain $d$. At fixed field, additional film beyond the exit adds no forbidden region.

For the numbers, $2m_0/\hbar^2=26.247\ \text{eV}^{-1}\text{nm}^{-2}$. With half the free mass, $\sqrt{2m^*}/\hbar=\sqrt{13.12}=3.62\ \text{eV}^{-1/2}\text{nm}^{-1}$. The common factor is $4(3.62)/(3\times0.5)=9.66\ \text{eV}^{-3/2}$. Hence

$$G_\triangle=9.66\times2^{3/2}=27.32,\qquad G(2\ \text{nm})=9.66\,(2^{3/2}-1^{3/2})=17.66 .$$

**Smoothness.** Since $\phi-eFd=\phi(1-d/x_e)$, the direct exponent can be written

$$G=G_\triangle\left[1-\left(1-\frac{d}{x_e}\right)^{3/2}\right].$$

At $d=3.5$ nm the missing fraction is $(0.125)^{3/2}=0.044$, so the exponent is already within 4.4% of its triangular value. The slope is $dG/dd=2\kappa(d)$, since $d$ is the upper limit of the integral. It falls to zero at $x_e$, where it joins the zero slope of the triangular regime.

WKB itself fails close to the exit, where $\kappa\to0$. The width of that region follows from the wave equation. With $x=x_e+\ell s$, it becomes

$$\frac{d^2\psi}{ds^2}=-\frac{2m^*eF\ell^3}{\hbar^2}\,s\,\psi .$$

The coefficient is one when $\ell=(\hbar^2/2m^*eF)^{1/3}=(13.12\times0.5)^{-1/3}\approx0.5$ nm. The boundary is therefore blurred over a distance of this order.

**Numerical solution.** The table compares $G$ with the transmission $T$ found by integrating the Schrödinger equation through the film. Here $T$ is the ratio of transmitted to incident particle flux. The metals have mass $m_0$ and a Fermi energy of 5 eV, and $\psi$ and $\psi'/m$ are continuous at both interfaces, which conserves the flux. The field is 5 MV/cm in every row.

| $d$ (nm) | Barrier | $G$ | Numerical $T$ |
|---:|---|---:|---:|
| 2.0 | trapezoid | 17.66 | $7.4\times10^{-8}$ |
| 3.0 | trapezoid | 23.91 | $1.2\times10^{-10}$ |
| 3.5 | trapezoid | 26.12 | $1.0\times10^{-11}$ |
| 4.0 | boundary | 27.32 | $1.8\times10^{-12}$ |
| 4.5 | triangle | 27.32 | $8.2\times10^{-13}$ |
| 6.0–13.8, sampled | triangle | 27.32 | $(1.8\text{–}4.8)\times10^{-12}$ |

From 2 to 4 nm, $T$ falls by a factor of about $4\times10^4$. From 2 to 3 nm, $\ln T$ falls by 6.45, against 6.24 from the exponent alone; the difference comes from what $e^{-G}$ omits. For the thick films sampled, in steps of 0.23 nm, $T$ stays within a factor of 2.7. Such steps miss the extremes of the oscillation: resolved finely, $T$ runs from $1.5\times10^{-12}$ to $5.2\times10^{-12}$ over the same interval, a factor of 3.4. This is 1.1 to 3.8 times $e^{-G_\triangle}=1.36\times10^{-12}$, so the omitted prefactor is of order one.

The remaining variation in thick films can be understood from reflection at the anode. Let $v_d$ and $v_m$ be the electron's velocities just before and just after that interface. Continuity of $\psi$ and $\psi'/m$ gives a reflected amplitude of magnitude

$$r=\frac{|v_m-v_d|}{v_m+v_d}.$$

At $d=6$ nm the kinetic energy is $3-2=1$ eV in the film and $5+3=8$ eV in the anode. Velocity is proportional to $\sqrt{E/m}$, so $v_d:v_m=\sqrt{1/0.5}:\sqrt{8}=1:2$ and $r=1/3$.

The reflected wave returns to the barrier and is almost totally reflected there. If $s$ is the amplitude leaking out of the barrier and $\theta$ the round-trip phase, the total forward amplitude $a$ obeys $a=s+re^{i\theta}a$. The flux entering the anode is then proportional to

$$|a|^2(1-r^2)=|s|^2\,\frac{1-r^2}{|1-re^{i\theta}|^2}.$$

As $\theta$ varies, the fraction lies between $(1-r)/(1+r)=1/2$ and $(1+r)/(1-r)=2$. In thicker films $v_d$ approaches $v_m$ over the range considered, and the limits draw together. A total variation of at most about four is therefore expected for $d\ge6$ nm, in agreement with the factor of 3.4. The oscillation requires the electron to cross the film without scattering; in a real amorphous film it is damped.

The value at 4.5 nm is lower than at 4 nm and lower than in the thick films. It lies next to the first minimum of the same interference pattern. Close to the exit the electron is slow, $r$ is larger (0.58 at 4.5 nm), and since $v_m>v_d$ the wave in the film tends towards a node at the anode. The standing wave beyond the exit is the Airy function $\mathrm{Ai}(-s)$. Transmission is smallest when its first maximum, $s=1.02$, falls on the anode and largest when its first zero, $s=2.34$, does. With $\ell=0.534$ nm these give $d=4.54$ and $5.25$ nm. The full solution has its minimum, $8.1\times10^{-13}$, at 4.55 nm and its maximum, $6.6\times10^{-12}$, at 5.25 nm, so between 4 and 6 nm $T$ varies by a factor of 8. The row does show that the anode still influences the transmission just beyond the classical exit.

### 3. The 20 nm gap under stress and in use

At 10 V the field is $10/20=0.5$ V/nm, or 5 MV/cm. The film voltage exceeds 2 V, so the barrier is triangular. The electron tunnels through the first 4 nm and has 16 nm of conduction band ahead of it.

At 1 V the field is 0.05 V/nm, or 0.5 MV/cm. The formula puts the exit at $2/0.05=40$ nm, beyond the anode. The barrier is a trapezoid whose height at the anode is still 1 eV, so the tunnelling is nominally direct. Its exponent is

$$G=\frac{4(3.62)}{3(0.05)}\left(2^{3/2}-1^{3/2}\right)\approx177,$$

so $e^{-G}$ is about $10^{-77}$. The word "direct" names the shape of the barrier; it does not promise a measurable current.

The low-voltage limit gives a check on this large number. For $eFd\ll\phi$, the expansion $(\phi-eFd)^{3/2}\approx\phi^{3/2}-\tfrac32\phi^{1/2}eFd$ gives

$$G\to\frac{4\sqrt{2m^*}}{3\hbar eF}\cdot\frac32\phi^{1/2}eFd=\frac{2d\sqrt{2m^*\phi}}{\hbar},$$

the exponent of a rectangular barrier. For 20 nm it is about 205. Applying 1 V tilts the barrier and reduces the exponent to 177.

Comparisons at fixed voltage differ from those at fixed field. With $F=V/d$, the exit is at $x_e=(\phi/eV)d$. Changing the thickness at fixed $V$ then never changes the regime: the exit stays at the same fraction of the film. When $eV>\phi$ the exponent is still triangular, but it grows in proportion to $d$ because the field falls.

### 4. What the simple barrier leaves out

**Image force.** An electron at distance $x$ from the cathode is attracted by an image charge $+e$ at distance $2x$ from it. The force is $e^2/[4\pi\varepsilon_0\varepsilon_{opt}(2x)^2]$. Integration from infinity adds the energy $-C/x$, where

$$C=\frac{e^2}{16\pi\varepsilon_0\varepsilon_{opt}}=0.18\ \text{eV nm}$$

for an optical permittivity $\varepsilon_{opt}=2.0$. This choice assumes that only the electronic polarization follows the tunnelling electron. The image in the anode is neglected.

The turning points obey $\phi-eFx-C/x=0$. Multiplication by $-x$ gives $eFx^2-\phi x+C=0$, whose larger root is

$$x=\frac{\phi+\sqrt{\phi^2-4eFC}}{2eF}=3.91\ \text{nm}.$$

The exit moves by only 0.09 nm. The top changes much more. Setting the derivative $-eF+C/x^2$ to zero gives $x=\sqrt{C/eF}$, where the barrier height is $\phi-2\sqrt{eFC}$. The lowering is $2\sqrt{0.5\times0.18}=0.60$ eV. Integrating $2\kappa$ between the new turning points gives $G=23.82$ and raises $e^{-G}$ by a factor of 33. This is an estimate, since the inner turning point lies only 0.09 nm from the metal, where a classical image charge is doubtful. These numbers also hold only for thick films such as the 20 nm gap, where the anode image is unimportant. Near the boundary it is not: for $d=4$ nm the full series of images in both electrodes moves the exit to 3.40 nm, gives $G=21.61$ and raises $e^{-G}$ by about 300. With both images the barrier falls below the Fermi level before the anode in thinner films as well, which blurs the boundary further.

**Temperature.** Let $W$ be the energy of motion along $x$, measured from the Fermi level, and $E_t$ the transverse energy. In the flux per unit $W$, the velocity cancels the one-dimensional density of states, and the density of transverse states is constant. The supply is therefore proportional to

$$\int_0^\infty\frac{dE_t}{1+e^{(W+E_t)/kT}}=kT\ln\left(1+e^{-W/kT}\right).$$

The integral follows from $y=e^{-(W+E_t)/kT}$, which turns it into $kT\int_0^{e^{-W/kT}}dy/(1+y)$. This supply is multiplied by the WKB transmission, with $\phi$ replaced by $\phi-W$ and the transmission set to one for $W\ge\phi$. The model lets $W$ alone determine the transmission and ignores return current from the anode.

At 378 K and the stress field of 5 MV/cm, integration over $W$ gives 2.4 times the current at 0 K. The over-barrier share is $3\times10^{-16}$. Lowering the top by 0.60 eV would multiply the over-barrier current by $e^{0.60/0.0326}\approx10^8$, which still leaves it negligible. An electron with extra energy $kT=0.0326$ eV has its exit only $0.0326/0.5=0.065$ nm closer to the cathode.

At 1 V across the 20 nm gap the order is reversed. The tunnelling factor at the Fermi level is about $10^{-77}$, while the Boltzmann factor for reaching the top of the barrier, $e^{-2/0.0326}$, is of order $10^{-27}$. In this model the current in use is therefore carried by thermally excited electrons near or above the top, not by direct tunnelling at the Fermi level. With a free-electron supply that current is only of order $10^{-19}$ A/cm², or $10^{-17}$ A/cm² with the image force, far below what can be measured. A measured leakage at the use voltage needs paths this model omits, such as traps.

**Trapped charge.** Let a sheet of $n$ trapped electrons per unit area lie at $x_s$. If the field magnitudes before and after it are $F_1$ and $F_2$, Gauss's law gives $F_2-F_1=en/\varepsilon$, where $\varepsilon$ is the film's static permittivity. The fixed voltage requires

$$V=F_1x_s+F_2(d-x_s)=F_1d+\frac{en}{\varepsilon}(d-x_s),$$

$$F_1=\frac Vd-\frac{en}{\varepsilon}\left(1-\frac{x_s}{d}\right).$$

For $n=10^{12}\ \text{cm}^{-2}$ in the middle of the 20 nm gap and a static relative permittivity of 2.7, the cathode field falls from 5 to 4.66 MV/cm. The exit moves to 4.29 nm, still in front of the sheet. The exponent rises to 29.29, which reduces $e^{-G}$ about sevenfold.

**A trap in the barrier.** A trap level $\phi_t$ below the conduction band aligns with the Fermi level where $\phi-eFx_t-\phi_t=0$, or $x_t=(\phi-\phi_t)/(eF)$. For $\phi_t=1$ eV this is 2 nm. The exponent to the trap is 17.66. From the trap to the exit the remaining triangle has height $\phi_t$, so its exponent is $9.66\times1^{3/2}=9.66$. The two add up to 27.32.

If the electron pauses in the trap, the two steps happen in sequence and the slower one limits the rate. The exponential factor then improves by $e^{27.32-17.66}\approx1.6\times10^4$. The best-placed trap splits the exponent into equal halves; it is 1.26 eV deep, sits at 1.48 nm and gives $e^{27.32/2}\approx9\times10^5$. Neither figure is the increase in total current, which also depends on trap density, capture and release.

**Mass and breakdown.** Changing $m^*$ from 0.3 to 0.7 $m_0$ changes $G_\triangle$ from 21.2 to 32.3, or $e^{-G}$ by a factor of about $7\times10^4$, without moving the exit. A breakdown field of roughly 7 MV/cm would limit the field and make the shortest attainable exit for this barrier $2/0.7\approx2.9$ nm.

### The real dielectric

The gap, permittivities and breakdown field are rough values for porous organosilicate insulation between copper lines. The 5 MV/cm field belongs to accelerated stress, about 0.7 of the assumed breakdown field and ten times the use field in this example. The 2 eV barrier is a round model value; a real one depends on the interface and any metal liner. At this field, each 0.1 eV change in barrier moves the exit by 0.2 nm.

Real films break the assumption of a trap-free insulator. In the cases sized here, trapped charge moves the exit by about 0.3 nm, while a suitable trap changes a tunnelling factor by four orders of magnitude. The 4 nm criterion is therefore a useful guide to barrier shape at this field, but a poor basis for predicting leakage. Real lines are also not plane electrodes: at corners and rough edges the local field exceeds $V/d$, and the exit there is shorter.

## Values computed for the example and the checks

```
barrier = 2.0 eV
stress field = 5.0 MV/cm = 0.50 V/nm
classical exit = 4.00 nm
film voltage at the boundary = 2.00 V
mass ratio = 0.50, metal Fermi energy = 5.0 eV
2 m0/hbar^2 = 26.247 1/(eV nm^2)
WKB exponent, d = 2.0 nm: 17.66
WKB exponent, d = 3.0 nm: 23.91
WKB exponent, d = 3.5 nm: 26.12
WKB exponent, d = 4.0 nm: 27.32
WKB exponent, d = 6.0 nm: 27.32
missing fraction of G at 3.5 nm = 0.044
exp(-G), triangle = 1.36e-12
numerical transmission, d = 2.0 nm: 7.42e-08
numerical transmission, d = 3.0 nm: 1.17e-10
numerical transmission, d = 3.5 nm: 1.03e-11
numerical transmission, d = 4.0 nm: 1.81e-12
numerical transmission, d = 4.5 nm: 8.20e-13
ln drop 2 to 3 nm: numerical 6.45, WKB 6.24
thick films scanned: 6.0 to 13.8 nm
their transmission: 1.76e-12 to 4.81e-12
largest/smallest in thick films = 2.7
line spacing = 20 nm, stress voltage = 10.0 V
use voltage = 1.0 V, field = 0.50 MV/cm
formal exit at use field = 40.0 nm
WKB exponent in use = 176.6
log10 of exp(-G) in use = -76.7
optical permittivity = 2.0, C = 0.180 eV nm
image-force lowering of the top = 0.60 eV
turning points with image force = 0.092, 3.908 nm
exponent with image force = 23.82
image-force gain exp(dG) = 33.2
temperature = 378 K, kT = 0.0326 eV
exit shift for energy kT = 0.065 nm
current relative to 0 K = 2.41
over-barrier share of current = 3.0e-16
trapped sheet = 1e+12 cm^-2, static k = 2.7
cathode field with sheet = 4.66 MV/cm
exit with sheet = 4.29 nm
exponent with sheet = 29.29
trap depth = 1.0 eV, position = 2.00 nm
exponents to and from trap = 17.66, 9.66
trap gain, exponential part only = 1.6e+04
triangle exponent for mass ratio 0.3: 21.16
triangle exponent for mass ratio 0.7: 32.33
rough breakdown field = 7.0 MV/cm
stress/breakdown field = 0.71
exit at breakdown field = 2.86 nm
```
